# Lateral screening length of a thin channel on a gated oxide: a numerical check

```python
# Lateral screening in a depleted thin channel on a gated oxide.
# Local estimate: lam = sqrt(eps_c*t_c*t_o/eps_o).
# Full two-layer decay length L: largest root of
#     tan(t_c/L)*tan(t_o/L) = eps_o/eps_c.
# t_c, t_o: channel and oxide thickness (nm); eps_c, eps_o: relative
# permittivities. Gate potential is zero; no normal field leaves the top.
# Both formulas are tested against finite-volume solutions of
# div(eps grad phi) = 0, which use neither formula.
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import spsolve


def local_length(t_c, t_o, eps_c, eps_o):
    return np.sqrt(eps_c * t_c * t_o / eps_o)


def layer_length(t_c, t_o, eps_c, eps_o):
    def mismatch(k):
        return np.tan(k * t_c) * np.tan(k * t_o) - eps_o / eps_c
    k_max = np.pi / (2 * max(t_c, t_o))
    return 1 / brentq(mismatch, 1e-9, k_max * (1 - 1e-9), xtol=1e-14)


def vertical_operator(t_c, t_o, eps_c, eps_o, hy):
    """Finite-volume form of -d/dy(eps d/dy), gate below, closed top."""
    n_o, n_c = round(t_o / hy), round(t_c / hy)
    assert abs(n_o * hy - t_o) < 1e-9 and abs(n_c * hy - t_c) < 1e-9
    eps = np.r_[np.full(n_o, eps_o), np.full(n_c, eps_c)].astype(float)
    face = 2 * eps[1:] * eps[:-1] / (eps[1:] + eps[:-1])
    main = np.zeros(n_o + n_c)
    main[:-1] += face
    main[1:] += face
    main[0] += 2 * eps[0]
    matrix = np.diag(main) - np.diag(face, 1) - np.diag(face, -1)
    return matrix / hy**2, eps, n_o


def eigen_length(t_c, t_o, eps_c, eps_o, hy):
    matrix, eps, _ = vertical_operator(t_c, t_o, eps_c, eps_o, hy)
    lowest = eigh(matrix, np.diag(eps), eigvals_only=True,
                  subset_by_index=[0, 0])[0]
    return 1 / np.sqrt(lowest)


def channel_profile(t_c, t_o, eps_c, eps_o, hx, hy, length):
    """Two-dimensional solution, averaged over the channel thickness."""
    matrix, eps, n_o = vertical_operator(t_c, t_o, eps_c, eps_o, hy)
    n_x, n_y = round(length / hx), len(eps)
    main = np.full(n_x, 2.0)
    main[0] = main[-1] = 3.0
    side = -np.ones(n_x - 1)
    lateral = diags([side, main, side], [-1, 0, 1]) / hx**2
    system = (kron(lateral, diags(eps))
              + kron(identity(n_x), csc_matrix(matrix)))
    y = (np.arange(n_y) + 0.5) * hy
    contact = np.minimum(y / t_o, 1.0)
    source = np.zeros(n_x * n_y)
    source[:n_y] = 2 * eps * contact / hx**2
    phi = spsolve(system.tocsc(), source).reshape(n_x, n_y)
    x = (np.arange(n_x) + 0.5) * hx
    return x, phi[:, n_o:].mean(axis=1)


def fall_distance(x, phi):
    return np.interp(1.0, -np.log(phi), x)


t_c, t_o, eps_c, eps_o = 0.65, 10.0, 10.0, 3.9
stack = (t_c, t_o, eps_c, eps_o)
lam = local_length(*stack)
L = layer_length(*stack)

# Direct two-dimensional solution and a second grid.
x, phi = channel_profile(*stack, 0.25, 0.05, 80.0)
x2, phi2 = channel_profile(*stack, 0.50, 0.025, 80.0)
far = (x > 25) & (x < 35)
L_2d = -1 / np.polyfit(x[far], np.log(phi[far]), 1)[0]
assert abs(L_2d / L - 1) < 3e-3
x_probe = 10.0
phi_probe = np.exp(np.interp(x_probe, x, np.log(phi)))
phi_probe2 = np.exp(np.interp(x_probe, x2, np.log(phi2)))
x_fall, x_fall2 = fall_distance(x, phi), fall_distance(x2, phi2)
assert abs(phi_probe - phi_probe2) < 2e-3
assert abs(x_fall - x_fall2) < 0.03
phi_local = np.exp(-x_probe / lam)
assert phi_probe > 2 * phi_local

# Tangent equation against the eigenvalue problem, several oxides.
scan = []
for oxide in (1.0, 2.0, 5.0, 10.0):
    case = (t_c, oxide, eps_c, eps_o)
    numerical = eigen_length(*case, 0.05)
    assert abs(numerical / layer_length(*case) - 1) < 1e-3
    assert numerical > local_length(*case)
    scan.append((oxide, local_length(*case), layer_length(*case)))

# Thin-layer correction, tested at high permittivity contrast.
thin = (0.65, 1.3, 390.0, 3.9)
L_thin = eigen_length(*thin, 0.013)
coefficient = ((L_thin**2 - local_length(*thin)**2)
               / (thin[0]**2 + thin[1]**2))
assert abs(coefficient - 1 / 3) < 5e-3

# Local exponential law in a stack where both layers are thin.
good = (0.65, 0.65, 390.0, 3.9)
xg, phig = channel_profile(*good, 0.1, 0.05, 80.0)
deviation = np.max(np.abs(phig - np.exp(-xg / local_length(*good))))
assert deviation < 0.01

bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
print(f"channel thickness t_c = {t_c:.2f} nm")
print(f"oxide thickness t_o = {t_o:.1f} nm")
print(f"relative permittivity, channel = {eps_c:.1f}")
print(f"relative permittivity, oxide = {eps_o:.1f}")
print(f"permittivity ratio eps_c/eps_o = {eps_c / eps_o:.4f}")
print(f"thickness product t_c*t_o = {t_c * t_o:.2f} nm^2")
print(f"local estimate squared = {lam**2:.3f} nm^2")
print(f"local estimate lambda = {lam:.3f} nm = {lam / bohr_nm:.1f} bohr")
print(f"premise check t_o/lambda = {t_o / lam:.2f}")
print(f"premise check t_c/lambda = {t_c / lam:.3f}")
print(f"two-layer decay length L = {L:.3f} nm = {L / bohr_nm:.1f} bohr")
print(f"tan(t_c/L) = {np.tan(t_c / L):.5f}")
print(f"tan(t_o/L) = {np.tan(t_o / L):.4f}")
print(f"required product eps_o/eps_c = {eps_o / eps_c:.3f}")
print(f"ratio L/lambda = {L / lam:.3f}")
print(f"decay length from 2D solution = {L_2d:.2f} nm")
print(f"probe distance from contact = {x_probe:.1f} nm")
print(f"phi/phi(0) at probe, 2D solution = {phi_probe:.3f}")
print(f"phi/phi(0) at probe, local model = {phi_local:.3f}")
print(f"1/e distance, 2D solution = {x_fall:.2f} nm")
for oxide, estimate, full in scan:
    print(f"oxide {oxide:.0f} nm: lambda = {estimate:.3f} nm, "
          f"L = {full:.3f} nm, L/lambda = {full / estimate:.3f}")
print("thin-layer test: t_c = %.2f nm, t_o = %.2f nm, "
      "eps_c = %.0f, eps_o = %.1f" % thin)
print(f"thin-layer correction coefficient = {coefficient:.4f}")
print("local-law test: t_c = %.2f nm, t_o = %.2f nm, "
      "eps_c = %.0f, eps_o = %.1f" % good)
print(f"local-law test: lambda = {local_length(*good):.2f} nm")
print(f"local-law test: largest deviation of phi/phi(0) = {deviation:.4f}")
print("all assertions hold")
```

It prints:

```
channel thickness t_c = 0.65 nm
oxide thickness t_o = 10.0 nm
relative permittivity, channel = 10.0
relative permittivity, oxide = 3.9
permittivity ratio eps_c/eps_o = 2.5641
thickness product t_c*t_o = 6.50 nm^2
local estimate squared = 16.667 nm^2
local estimate lambda = 4.082 nm = 77.1 bohr
premise check t_o/lambda = 2.45
premise check t_c/lambda = 0.159
two-layer decay length L = 7.412 nm = 140.1 bohr
tan(t_c/L) = 0.08792
tan(t_o/L) = 4.4361
required product eps_o/eps_c = 0.390
ratio L/lambda = 1.816
decay length from 2D solution = 7.41 nm
probe distance from contact = 10.0 nm
phi/phi(0) at probe, 2D solution = 0.236
phi/phi(0) at probe, local model = 0.086
1/e distance, 2D solution = 6.76 nm
oxide 1 nm: lambda = 1.291 nm, L = 1.460 nm, L/lambda = 1.131
oxide 2 nm: lambda = 1.826 nm, L = 2.202 nm, L/lambda = 1.206
oxide 5 nm: lambda = 2.887 nm, L = 4.201 nm, L/lambda = 1.455
oxide 10 nm: lambda = 4.082 nm, L = 7.412 nm, L/lambda = 1.816
thin-layer test: t_c = 0.65 nm, t_o = 1.30 nm, eps_c = 390, eps_o = 3.9
thin-layer correction coefficient = 0.3333
local-law test: t_c = 0.65 nm, t_o = 0.65 nm, eps_c = 390, eps_o = 3.9
local-law test: lambda = 6.50 nm
local-law test: largest deviation of phi/phi(0) = 0.0012
all assertions hold
```
